# Spin switching in a double passage of a surface crossing

A molecule moves along the surface normal \(x\), inward for increasing \(x\). In spin state 1 its potential energy rises toward the surface. At \(x=0\) it crosses the diabatic curve of spin state 2, on which the reaction proceeds. Near the crossing

\[
V_1=F_1x,\qquad V_2=F_2x,\qquad F_1>0,\quad F_1>F_2 ,
\]

so \(F_1,F_2\) are slopes and the energy \(E\) is measured from the crossing. A constant real spin-orbit coupling \(H\) connects the states. For \(E>0\) the molecule passes the crossing, is turned back by \(V_1\), and, if still in state 1, passes it again. The motion is one-dimensional. The speed at the crossing is \(v=\sqrt{2E/m}\) in either state, because both potentials vanish there. Energies are in eV, lengths in nm and times in fs.

## (a) What is the probability \(p\) that one pass leaves the spin unchanged?

**Solution.** Treat the motion near the crossing as a classical path \(x=vt\). This requires the speed to change little during the spin transition. The energy gap is then \(V_1-V_2=\alpha t\), with \(\alpha=v(F_1-F_2)\). After removal of the mean energy, the amplitudes obey

\[
i\hbar\dot c_1=\tfrac12\alpha t\,c_1+Hc_2,\qquad
i\hbar\dot c_2=-\tfrac12\alpha t\,c_2+Hc_1 .
\]

Put \(\varphi=\alpha t^2/2\hbar\), \(c_1=a\,e^{-i\varphi/2}\), \(c_2=b\,e^{i\varphi/2}\). The diagonal terms cancel:

\[
i\hbar\dot a=Hb\,e^{i\varphi},\qquad i\hbar\dot b=Ha\,e^{-i\varphi}.
\]

Differentiate the first equation, using \(\dot\varphi=\alpha t/\hbar\), and eliminate \(b\) and \(\dot b\):

\[
i\hbar\ddot a=\frac{H^2}{i\hbar}a+i\hbar\dot a\,\frac{i\alpha t}{\hbar}
\;\Longrightarrow\;
\ddot a-i\beta t\,\dot a+\beta\gamma\,a=0,
\]

where \(\beta=\alpha/\hbar\) and \(\gamma=H^2/(\hbar\alpha)\). Try \(a=\int_C g(s)e^{-ist}ds\). Since \(te^{-ist}=i\,\partial_s e^{-ist}\), integration by parts gives

\[
i\beta(sg)'=(s^2-\beta\gamma)g
\;\Longrightarrow\;
g=s^{-1+i\gamma}e^{-is^2/2\beta}.
\]

The boundary terms vanish if \(C\) ends where the Gaussian factor decays. Let \(C\) come in from infinity along the ray \(\arg s=3\pi/4\), encircle \(s=0\), and return along the other side of that ray, where the branch cut lies.

For \(t=-T\), with \(T\) large, rotate both legs clockwise onto the positive imaginary axis. There \(|e^{-ist}|=e^{-|s|T}\), and the Gaussian factor is a pure phase. With \(s=\sigma/T\) this factor tends to 1, so \(a\) has a finite limiting modulus. The derivative \(\dot a\) carries an extra factor \(s\) and falls as \(1/T\). Hence \(b\to0\), and the solution does start in state 1.

For \(t=+T\), turn the legs anticlockwise. Each now runs from the origin down the negative imaginary axis to \(-i\beta T\), then along the straight line through the stationary point \(s=-\beta T\) into the second quadrant. On that line the exponential has Gaussian modulus and \(|s|\ge\beta T/\sqrt2\), so its contribution falls as \(1/T\). The axis part remains.

The two limiting contours differ by the rotation \(s=e^{-i\pi}s'\), where \(s\) belongs to \(-T\) and \(s'\) to \(+T\). The factor \(e^{-ist}\) becomes \(e^{-is'T}\), \(ds/s=ds'/s'\), and

\[
s^{i\gamma}=(e^{-i\pi})^{i\gamma}s'^{\,i\gamma}=e^{\pi\gamma}s'^{\,i\gamma}.
\]

The remaining integral is common to both limits. One integration by parts turns it into a nonzero multiple of \(\Gamma(1+i\gamma)\), which has no zeros. Thus \(|a(\infty)/a(-\infty)|=e^{-\pi\gamma}\), and

\[
\boxed{p=e^{-2\pi\gamma}=\exp\!\left[-\frac{2\pi H^2}{\hbar v\,|F_1-F_2|}\right]}
\]

This is the Landau-Zener formula. A fast pass or weak coupling preserves the spin; a slow pass changes it. The return pass reverses the sign of \(\alpha\). Complex conjugation of the amplitude equations, with a change of sign of \(c_2^*\), produces this reversed sweep, so \(p\) is the same at equal speed.

Direct integration of the amplitude equations tests the result. At \(H/\sqrt{\hbar\alpha}=0.30\) it gives a switching probability of 0.43193, against 0.43192 from \(1-p\).

## (b) A molecule that has switched never meets the crossing again. What is its total switching probability?

**Solution.** Let \(q=1-p\). The first pass switches a fraction \(q\). The fraction \(p\) continues on \(V_1\), turns, and switches on the second pass with probability \(q\):

\[
\boxed{P_{\rm open}=q+pq=(1-p)(1+p)=1-p^2}
\]

No phase average is needed here. A first-pass switch leaves inward on state 2 and a second-pass switch leaves outward. These are different final channels, so their amplitudes are never added. If the speeds differ, the spin survives both passes with probability \(p_1p_2\), and the result is \(1-p_1p_2\).

The condition in the question is essential. In general, \(1-p^2\) is the probability of at least one switch in two independent passes. It is the final switching probability when both arms of state 2 are open, or when the molecule is captured there before it can return.

Integration of two successive sweeps, with the switched part removed after the first, gives 0.67730 at the coupling used in (a); the formula gives 0.67728. When the second sweep has \(H/\sqrt{\hbar\alpha}=0.40\), the results are 0.79213 and 0.79212.

## (c) What changes if the outward arm of state 2 is closed?

**Solution.** Take \(F_2<0\), so that state 2 rises outward and reflects the molecule, while its inward arm leads to the product. Let \(B\) be the probability of finally reaching the product for a molecule returning to the crossing on state 1. It must first switch, with probability \(q\). It then turns on state 2 and meets the crossing moving inward. There it either stays on state 2 and escapes, or switches back and repeats the cycle:

\[
B=q(p+qB)\;\Longrightarrow\;B=\frac{pq}{1-q^2}=\frac{q}{1+q}.
\]

Adding the direct first-pass switch gives

\[
\boxed{P_{\rm opp}=q+pB=\frac{q(1+q)+(1-q)q}{1+q}=\frac{2q}{1+q}}
\]

Adding probabilities needs justification, because many paths now end in the same channel. Let the unitary matrix \(u_{fi}\) describe an inward pass from state \(i\) to \(f\), and let \(D\) be its determinant. Let \(M\) be the amplitude for turning on state 1, switching on the outward pass, and turning on state 2, so \(|M|^2=q\). The sum over cycles is

\[
\tau=u_{21}+\frac{u_{11}u_{22}M}{1-u_{12}M}
=\frac{u_{21}+DM}{1-u_{12}M}
=\frac{D(M-u_{12}^*)}{1-u_{12}M}.
\]

The second form uses \(D=u_{11}u_{22}-u_{12}u_{21}\), the third the unitarity relation \(u_{21}=-Du_{12}^*\). Since \(|u_{12}|^2=q\), write \(u_{12}M=qe^{i\Phi}\). Then

\[
|\tau|^2=\frac{2q(1-\cos\Phi)}{1+q^2-2q\cos\Phi}
=1-\frac{(1-q)^2}{|1-qe^{i\Phi}|^2}.
\]

The expansion \(|1-qe^{i\Phi}|^{-2}=\sum_{m,n}q^{m+n}e^{i(m-n)\Phi}\) has the phase average \(\sum_m q^{2m}=1/(1-q^2)\). The mean of \(|\tau|^2\) is therefore \(1-(1-q)/(1+q)=2q/(1+q)\), as found above. At a single energy the probability can lie anywhere from 0, at \(\Phi=0\), to \(4q/(1+q)^2\), at \(\Phi=\pi\).

If instead both slopes are positive and both states reflect inward motion, the molecule makes exactly two passes. It ends switched if it changes spin on one of them. The two paths have equal weight \(pq\) and interfere; their phase-averaged sum is

\[
P_{\rm same}=2pq .
\]

For \(q\ll1\), all three results tend to \(2q\). As \(q\to1\), \(P_{\rm open}\) and \(P_{\rm opp}\) tend to 1 but \(P_{\rm same}\) tends to 0, because the second pass undoes the first.

Stationary two-channel quantum scattering, which makes no use of the Landau-Zener formula, tests these results. The mass is 32 u, \(H=25\) meV and \(E=0.50\) eV. In the scattering calculations the coupling has the value \(H\) at the crossing and fades smoothly to zero far from it, so that the outgoing channels are pure spin states. The slope pairs in eV/nm are \((4,0)\), \((2,-2)\) and \((6,2)\), so the slope difference is fixed. The last two cases are averaged over 0.46 to 0.54 eV.

| Geometry | Scattering | Formula |
|---|---:|---:|
| Open plateau | 0.826 | 0.821 |
| Opposite slopes | 0.738 | 0.731 |
| Equal-sign slopes | 0.487 | 0.488 |

The discrepancies, at most 0.007 in probability, are much smaller than the differences between geometries. The scattering values themselves shift by up to about 0.007 with the grid and with the way the coupling fades, so their third digit has no significance. With a coupling that stays flat across the crossing region they become 0.821, 0.732 and 0.489, within 0.001 of the formulas.

## (d) How large is the error if \(1-p^2\) is used for opposite slopes with return?

**Solution.** With \(1-p^2=2q-q^2\), the excess over the phase-averaged result is

\[
\Delta=2q-q^2-\frac{2q}{1+q}
=\frac{(2q-q^2)(1+q)-2q}{1+q}
=\frac{q^2(1-q)}{1+q}\ge0 .
\]

Its derivative has the numerator

\[
(2q-3q^2)(1+q)-(q^2-q^3)=2q(1-q-q^2).
\]

The maximum is at \(q^2+q=1\), or \(q=(\sqrt5-1)/2\approx0.618\). There \(1-q=q^2\) and \(1/(1+q)=q\), so \(\Delta_{\max}=q^5\approx0.090\). The error is second order in \(q\) for weak coupling and vanishes again for complete switching.

## (e) State 1 is an unpolarized triplet with degenerate sublevels, and state 2 is a singlet. What replaces \(1-p^2\)?

**Solution.** Let \(H_m\) be the matrix element from sublevel \(m\) to the singlet. The normalized combination

\[
|B\rangle=\frac1H\sum_m H_m^*|m\rangle,\qquad H^2=\sum_m|H_m|^2,
\]

couples to the singlet with strength \(\sum_m H_mH_m^*/H=H\). A state \(\sum_m d_m|m\rangle\) orthogonal to it satisfies \(\sum_m H_md_m=0\), so its coupling is zero. An unpolarized triplet has weight \(1/3\) in \(|B\rangle\), whatever the values of \(H_m\). If this combination is preserved between passes,

\[
P_{\rm triplet}=\tfrac13(1-p^2),
\]

where \(p\) contains the total coupling \(H\). However strong the coupling, the probability cannot exceed \(1/3\) in this model. Mixing of the sublevels between passes raises this limit, to \(5/9\) if the mixing is complete and random. It must act within the return time. The zero-field splitting of molecular oxygen, about 0.5 meV, is too small to do so in the roughly 0.1 ps available in the example below. Molecular rotation can matter more. If the coupled combination is tied to the molecular axis, free rotation at 573 K turns it by about 1.2 rad (root mean square) in the 129 fs return time of that example. The formula therefore assumes that the molecule keeps its orientation between passes. A four-state integration with \(H_m/\sqrt{\hbar\alpha}=0.20,0.30,0.10\) gives 0.27595, against 0.27594 from the formula.

## (f) Apply the result to an oxygen-like molecule in a thermal oxidation step

The round model parameters are \(m=32\) u, \(H=12\) meV, \(F_1=4\) eV/nm and \(F_2=0\). State 2 is thus a plateau, open on both sides. The crossing lies 0.30 eV above the entrance. Find the switching probability at \(E=0.10\) eV, and the event rate per site at 573 K and 1 Torr for a site area of 0.10 nm\(^2\).

**Solution.** The speed is 777 m/s, or \(7.77\times10^{-4}\) nm/fs. With \(\hbar=0.658\) eV fs,

\[
-\ln p=\frac{2\pi(0.012)^2}{0.658\times7.77\times10^{-4}\times4}\approx0.442 .
\]

Hence \(p=0.642\), \(q=0.358\), and

\[
1-p^2=0.3576+0.2297\approx0.587 .
\]

The second pass supplies 0.230 of this total. Quantum scattering for the same curves gives 0.589, a value that shifts by up to about 0.002 with the way the coupling fades far from the crossing (0.587 for a coupling that stays flat across the crossing region).

The passes are well separated. The time scale of one pass is \(\sqrt{\hbar/[v(F_1-F_2)]}=14.6\) fs. The molecule decelerates at \(F_1/m\), so it returns after \(2mv/F_1=129\) fs.

For a thermal gas, the flux at normal speed \(u\) is proportional to \(u\,e^{-mu^2/2kT}du\). In terms of the normal energy \(\varepsilon=mu^2/2\), its normalized distribution is \(e^{-\varepsilon/kT}d\varepsilon/kT\). Reaching the crossing therefore costs a factor

\[
e^{-0.30/0.0494}=2.30\times10^{-3},
\]

and the energy above it has the same exponential distribution. The mean of \(1-p^2\) over that distribution is 0.774. It exceeds the value at 0.10 eV because slow molecules are common and switch more readily.

Let 12 meV be the total triplet coupling of part (e), and let the molecule keep its orientation between passes. The probability per collision is then

\[
2.30\times10^{-3}\times0.774\times\tfrac13\approx5.9\times10^{-4}.
\]

The collision flux \(\mathcal P/\sqrt{2\pi mkT}\), with pressure \(\mathcal P\), is \(2.59\times10^6\) nm\(^{-2}\)s\(^{-1}\). Multiplication by the site area and the probability gives

\[
\boxed{1-p^2\approx59\,\%\ \text{at }0.10\text{ eV},\qquad
\text{about }150\text{ events per site per second}}
\]

The second number counts spin switches at an available site, not film growth. Free rotation between passes, as described in part (e), would raise it by about 10 %. The rate depends strongly on the barrier: raising the crossing by 0.05 eV, with all else fixed, divides the rate by \(e^{0.05/0.0494}\approx2.8\).

## (g) Which neglected effects matter most?

**Solution.** At \(E=0.10\) eV, with \(p\) held fixed, reflection on the outward arm lowers the probability from 0.587 to \(2q/(1+q)=0.527\), a drop of about 10 %. If both slopes were positive and both states reflected, it would be \(2pq=0.459\). An assumed loss of 0.03 eV to the surface between passes acts the other way: the return is slower, and \(1-p_1p_2\approx0.62\). The triplet factor has a larger effect than any of these, reducing 0.587 to 0.196. It is already included in the event rate.

Interference matters at sharply defined energy. For slopes of \(\pm2\) eV/nm, scattering within 10 meV of \(E=0.10\) eV gives probabilities from nearly 0 to 0.79. The upper limit \(4q/(1+q)^2\) from part (c) is 0.78 at 0.10 eV and slightly higher at the lower edge of this interval. A thermal energy spread largely averages these oscillations.

Below the crossing, the plateau is energetically closed, so no molecule can end in state 2. With opposite slopes the product remains accessible; the numbers that follow are for slopes of \(\pm2\) eV/nm. Relative to the same Boltzmann factor for reaching the crossing, the thermal mean of \(2q/(1+q)\) is 0.703. Scattering gives 0.721 from energies above the crossing and another 0.220 from below it. The total is 1.34 times the formula; for slopes of 3 and \(-1\) eV/nm, with the same slope difference, the factor is 1.29. It also exceeds the thermal mean of 0.774 for the open plateau. Opposite slopes therefore raise the thermal rate in this example, although they lower the phase-averaged probability at 0.10 eV.

This extra part is not purely tunnelling. The coupling lowers the top of the lower adiabatic curve by \(2H\sqrt{F_1|F_2|}/(F_1-F_2)\), which equals \(H=12\) meV for slopes of equal magnitude. Classical motion with certain passage over that lowered barrier would by itself add \(e^{12/49.38}-1\approx0.28\). Dividing the scattering contribution at the lowered barrier top assigns about 0.19 to energies above it and only about 0.03 to tunnelling beneath it. Barrier lowering therefore accounts for most of the extra part.

Molecular oxygen does have a triplet ground state, and thermal oxidation at several hundred degrees Celsius is a real process regime. The barrier, coupling and slopes used here are nevertheless model choices, not data for a particular surface. The open outward arm is the doubtful assumption. Free singlet oxygen lies roughly 1 eV above the triplet, whereas the example has a total of 0.40 eV above the entrance. A molecule that switches on its way out could not escape as free singlet oxygen. It must be captured, or turn back toward the crossing. With certain return and no energy loss, the phase-averaged probability is the 0.527 given above. Surface motion, molecular orientation and internal vibration can change both the return probability and the barrier; their effect is not estimated here. The numerical output lists the remaining values.

## Values computed for the example and the checks

```
TESTS
sweep couplings g1, g2 (dimensionless): 0.30, 0.40
one sweep g1: integrated 0.43193, formula 0.43192
two sweeps g1: integrated 0.67730, formula 0.67728
sweeps g1 then g2: 0.79213, formula 0.79212
triplet, two sweeps: 0.27595, formula 0.27594
scattering tests: E = 0.50 eV, slope difference 4.0 eV/nm
coupling 12 meV, p = 0.8204
  open plateau: scattering 0.3284, 1-p^2 0.3269
  opposite slopes: averaged 0.3059, 2q/(1+q) 0.3044
  equal-sign slopes: averaged 0.2960, 2pq 0.2946
coupling 25 meV, p = 0.4236
  open plateau: scattering 0.8261, 1-p^2 0.8206
  opposite slopes: averaged 0.7384, 2q/(1+q) 0.7313
  equal-sign slopes: averaged 0.4866, 2pq 0.4883
largest excess over 2q/(1+q): 0.09017 at q = 0.61803
EXAMPLE INPUTS
mass 32.0 u; crossing height 0.30 eV
coupling 12 meV; slope difference 4.0 eV/nm
excess energy 0.10 eV; temperature 573 K
pressure 1.0 Torr; site area 0.10 nm^2
EXAMPLE RESULTS
speed at crossing: 776.6 m/s
exponent -ln p: 0.4425
p: 0.6424; q: 0.3576; second-pass share pq: 0.2297
switching probability 1-p^2: 0.5873 = 58.73 %
same model, quantum scattering: 0.5889
duration of one pass (scale): 14.6 fs
time between passes: 128.8 fs
kT: 49.38 meV
thermal mean of 1-p^2 above crossing: 0.7737
Boltzmann factor to reach crossing: 2.298e-03
switching per collision, triplet factor included: 5.927e-04
collision flux: 2.594e+06 per nm^2 per s
switching events per site: 153.7 per s
NEGLECTED EFFECTS
opposite slopes with return, 2q/(1+q): 0.5268
equal-sign slopes with return, 2pq: 0.4594
energy loss between passes (input): 0.03 eV
with that loss, 1-p1*p2: 0.6215
unpolarized triplet, (1-p^2)/3: 0.1958
plateau thermal mean from scattering: 0.7745
opposite slopes, thermal mean of 2q/(1+q): 0.7029
opposite slopes, scattering above crossing: 0.7206
opposite slopes, scattering below crossing: 0.2204
opposite slopes, scattering total / formula: 1.3387
interference range within 10 meV of E: 0.0001 to 0.7888
```
